# LAPW matching coefficients and the fourth-order linearization error

## What dimensions and linearity fix

Hartree atomic units are used throughout. For counting dimensions, set only $\hbar=m=1$; an energy then has the dimension length$^{-2}$. Let $u_l(r;E)$ be the regular radial solution in a sphere of radius $R$, normalized by $\int_0^R u_l^2r^2dr=1$, and let a dot denote $\partial/\partial E$. Then $u$ has dimension length$^{-3/2}$ and $\dot u$ has length$^{1/2}$.

The linearized augmented plane wave (LAPW) method continues a plane wave into the sphere as $f=a\,u+b\,\dot u$, with both functions taken at a chosen energy $E_l$. The coefficients must be linear in the boundary data $f(R),f'(R)$. Moreover, $a$ must vanish when these are the data of $\dot u$, and $b$ when they are the data of $u$. This leaves

$$a\propto f'\dot u-f\dot u',\qquad b\propto fu'-f'u\qquad(r=R).$$

Setting $f=u$ in the first and $f=\dot u$ in the second shows that both prefactors are $1/(u'\dot u-u\dot u')$. The denominator has dimension length$^{-2}$, so it is a number divided by $R^2$. The number will turn out to be 2, whatever the potential.

For the band energy, put $\varepsilon=E-E_l$. An eigenvalue is stationary, so its error is quadratic in the error of the wave function. If $u$ and $\dot u$ leave a wave-function error of order $\varepsilon^2$, the energy error is $C\varepsilon^4$, with $C$ of dimension energy$^{-3}$. Two derivations follow, one from the wave function and one from the surface of the sphere.

The setting is a non-relativistic muffin-tin potential: spherical for $r<R$ and zero outside. The band is isolated and nondegenerate, and the cutoffs in plane waves and in $l$ are converged. A finite cutoff adds an error of its own, which need not vanish at $\varepsilon=0$.

## First derivation: the wave function

**The Wronskian.** Let $h$ be the radial Hamiltonian and $\langle f|g\rangle=\int_0^R fg\,r^2dr$. With $F=rf$ and $G=rg$ the kinetic operator becomes $-\tfrac12d^2/dr^2$. The potential terms cancel in the difference below, and integration by parts leaves

$$\langle f|(h-E_l)g\rangle-\langle g|(h-E_l)f\rangle=-\tfrac12(FG'-GF')_R=\tfrac12[f,g],$$
$$[f,g]\equiv R^2(f'g-fg')_R .$$

Differentiating $(h-E)u=0$ once and twice with respect to energy gives

$$(h-E_l)\dot u=u,\qquad (h-E_l)\ddot u=2\dot u .$$

Differentiating $\langle u|u\rangle=1$ gives $\langle u|\dot u\rangle=0$ and $\langle u|\ddot u\rangle=-p$, where $p=\langle\dot u|\dot u\rangle$. Now put $f=u$, $g=\dot u$ in Green's identity. The left side is $\langle u|u\rangle-0=1$, so

$$R^2\left[u'(R)\dot u(R)-u(R)\dot u'(R)\right]=2 .$$

**Matching.** Outside the sphere the basis function is $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$, where $\Omega$ is the cell volume. Its expansion about the sphere centre is

$$\Omega^{-1/2}\sum_{lm}4\pi i^lY^*_{lm}(\hat{\mathbf K})\,j_l(Kr)\,Y_{lm}(\hat{\mathbf r}).$$

The factor $4\pi i^lY^*_{lm}\Omega^{-1/2}$ is common to both sides of the matching and is kept outside $a_l,b_l$. Continuity of value and slope then reads

$$a_lu+b_l\dot u=j_l(KR),\qquad a_lu'+b_l\dot u'=Kj_l'(KR),$$

where the prime on $j_l$ is a derivative with respect to its argument. Multiply the first equation by $\dot u'$, the second by $\dot u$, and subtract the first from the second. The $b_l$ terms cancel and $a_l(u'\dot u-u\dot u')$ remains. Multiplying instead by $u'$ and $u$, and subtracting the second from the first, leaves $b_l(u'\dot u-u\dot u')$. With the Wronskian,

$$a_l=\tfrac{R^2}{2}\left[Kj_l'(KR)\,\dot u(R)-j_l(KR)\,\dot u'(R)\right],$$
$$b_l=\tfrac{R^2}{2}\left[j_l(KR)\,u'(R)-Kj_l'(KR)\,u(R)\right].$$

Since the determinant cannot vanish, the matching has a unique solution at every $E_l$, even where $u(R)=0$.

**The wave-function error.** Inside the sphere the exact band function has components $A_{lm}u_l(r;E)$, with

$$u(E)=u+\varepsilon\dot u+\tfrac12\varepsilon^2\ddot u+O(\varepsilon^3).$$

The boundary data of $\ddot u$ follow from Green's identity. For $(u,\ddot u)$ it gives $\tfrac12[u,\ddot u]=2\langle u|\dot u\rangle=0$, so value and slope of $\ddot u$ at $R$ are a common multiple $\alpha$ of those of $u$. For $(\dot u,\ddot u)$,

$$2p-\langle\ddot u|u\rangle=3p=\tfrac12[\dot u,\ddot u]=\tfrac{\alpha}{2}[\dot u,u]=-\alpha .$$

Hence $\ddot u(R)=-3p\,u(R)$ and $\ddot u'(R)=-3p\,u'(R)$. The combination that matches $u(E)$ in value and slope is therefore $(1-\tfrac32p\varepsilon^2)u+\varepsilon\dot u$ up to $O(\varepsilon^3)$. Trial minus exact function is

$$\delta=-\tfrac12\varepsilon^2w+O(\varepsilon^3),\qquad w=\ddot u+3pu,\qquad w(R)=w'(R)=0 .$$

**The energy error.** Keep the exact function $\psi$ in the interstitial region and use the matched combination in the sphere. Because $(H-E)\psi=0$ and $\delta$ joins smoothly to zero,

$$\frac{\langle\psi+\delta|H-E|\psi+\delta\rangle}{\langle\psi+\delta|\psi+\delta\rangle}=\frac{\langle\delta|H-E|\delta\rangle}{\langle\psi+\delta|\psi+\delta\rangle}.$$

In one channel $(h-E_l)w=2\dot u$, since $(h-E_l)u=0$. Thus $\langle w|(h-E_l)w\rangle=2\langle\ddot u|\dot u\rangle=\dot p$. Replacing $E_l$ by $E$ changes only higher orders. With $w_l=\sum_m|A_{lm}|^2$, the norm of channel $l$ in the sphere,

$$\Delta E_{\rm frozen}=\varepsilon^4\sum_lw_l\,\frac{\dot p_l}{4}+O(\varepsilon^5),$$

written for equal $\varepsilon$ in all channels. For the lowest state the variational principle places the LAPW error between zero and this value, to leading order. For a higher state the frozen value is no longer an upper bound, and $\dot p$ can be negative. The best trial function then differs from $\psi+\delta$ by a correction of order $\varepsilon^2$, provided no other level of the trial space lies near $E$, and the error is again of order $\varepsilon^4$. The $n$-th level of the trial space still lies above the $n$-th exact level, so the error can be negative only when the trial space has fewer levels below $E$ than the crystal, that is, when it has lost a lower state.

## Second derivation: the energy seen from the surface

**A surface function.** Define the quadratic form

$$B_E(f,g)=\int_0^R\left[\tfrac12r^2f'g'+\tfrac12l(l+1)fg+r^2(V-E)fg\right]dr .$$

Integration by parts turns it into $\langle f|(h-E)g\rangle+\tfrac12R^2f(R)g'(R)$. Make $B_E(f,f)$ stationary with $f(R)=1$ held fixed. Variations vanish at $R$, so the condition is $(h-E)f=0$, and $f=u(r;E)/u(R;E)$. The stationary value is

$$Q(E)=\frac{R^2}{2}\frac{u'(R;E)}{u(R;E)} .$$

When $E$ changes, the change of $f$ contributes nothing to first order. The explicit $E$ in $B_E$ gives $dQ/dE=-\langle f|f\rangle=-1/u(R)^2$. Direct differentiation gives $\tfrac12R^2(u\dot u'-u'\dot u)/u^2$. Equating the two yields $R^2(u'\dot u-u\dot u')=2$ again, without use of the equation for $\dot u$.

The coefficients follow by projection. The bracket is antisymmetric and linear, so $f=au+b\dot u$ gives $[f,\dot u]=2a$ and $[u,f]=2b$. Inserting $f(R)=j_l(KR)$ and $f'(R)=Kj_l'(KR)$ reproduces both matching formulas.

**The exact surface function to fourth order.** Let $\kappa=\dot u(R)/u(R)$. Then $\dot\kappa=\ddot u(R)/u(R)-\kappa^2=-3p-\kappa^2$. Starting from $\dot Q=-u(R)^{-2}$, with $\frac{d}{dE}u(R)^{-2}=-2\kappa\,u(R)^{-2}$,

$$u(R)^2\ddot Q=2\kappa,\qquad u(R)^2\dddot Q=2\dot\kappa-4\kappa^2=-6(p+\kappa^2),$$
$$u(R)^2\,\ddddot Q=-6\dot p-12\kappa\dot\kappa+12\kappa(p+\kappa^2)=-6\dot p+48\kappa p+24\kappa^3 .$$

The Taylor series about $E_l$ is therefore

$$u(R)^2[Q(E)-Q(E_l)]=-\varepsilon+\kappa\varepsilon^2-(p+\kappa^2)\varepsilon^3+\left(-\tfrac14\dot p+2\kappa p+\kappa^3\right)\varepsilon^4+\dots$$

**The linearized surface function.** In a complete plane-wave basis only continuity of value survives as a constraint. A slope mismatch $s$ can be healed in an interstitial layer of thickness $t$, at an energy cost of order $s^2t$, which tends to zero with $t$. The interior function is then free within the span of $u$ and $\dot u$ at fixed boundary value. Write it as $(u+cv)/u(R)$ with $v=\dot u-\kappa u$, so that $v(R)=0$. Since $(h-E_l)v=u$, $\langle v|u\rangle=-\kappa$ and $\langle v|v\rangle=p+\kappa^2$,

$$B_E(u,u)=u(R)^2Q(E_l)-\varepsilon,\quad B_E(v,u)=\varepsilon\kappa,\quad B_E(v,v)=-\kappa-\varepsilon(p+\kappa^2).$$

Stationarity in $c$ subtracts $B_E(v,u)^2/B_E(v,v)$ from the first term:

$$u(R)^2[Q_{\rm lin}(E)-Q(E_l)]=-\varepsilon+\frac{\varepsilon^2\kappa^2}{\kappa+\varepsilon(p+\kappa^2)}$$
$$=-\varepsilon+\kappa\varepsilon^2-(p+\kappa^2)\varepsilon^3+\frac{(p+\kappa^2)^2}{\kappa}\varepsilon^4-\dots$$

The terms through $\varepsilon^3$ agree with the exact series. At fourth order $2\kappa p+\kappa^3$ cancels, and

$$u(R)^2(Q_{\rm lin}-Q)=\tfrac14\left(\dot p+\frac{4p^2}{\kappa}\right)\varepsilon^4+O(\varepsilon^5).$$

**From surface to band.** With the interiors eliminated, the energy form of the crystal at energy $E$ is its interstitial part plus $\sum_{lm}Q_l(E)|\psi_{lm}(R)|^2$. It vanishes for the exact band function. Its derivative with respect to $E$ is minus the total norm, that is $-1$. A small change $\Delta Q_l$ is compensated by $\Delta E=\sum_{lm}|\psi_{lm}(R)|^2\Delta Q_l$. To leading order $|\psi_{lm}(R)|^2=|A_{lm}|^2u_l(R)^2$, so

$$\Delta E_{\rm complete}=\varepsilon^4\sum_l\frac{w_l}{4}\left(\dot p_l+\frac{4p_l^2}{\kappa_l}\right)+O(\varepsilon^5).$$

**The same calculation without $\dot u$.** With $u$ alone and only the value matched, the term in $c$ is absent. The first disagreement is then $-\kappa\varepsilon^2$, a second-order error. The function $\dot u$ removes the error at orders two and three.

## What each derivation assumes

The first derivation freezes the interstitial function and enforces value and slope. The second lets the interstitial function respond and retains only the value. Their coefficients differ by $p^2/\kappa$ per unit norm, and the difference can be recovered from the first picture. Add $cv$ to $\delta$. Because $\langle v|(h-E_l)w\rangle=2\langle v|\dot u\rangle=2p$, the channel error becomes

$$\tfrac14\dot p\,\varepsilon^4-2pc\,\varepsilon^2-\kappa c^2 .$$

It is stationary at $c=-p\varepsilon^2/\kappa$, where its value is $(\tfrac14\dot p+p^2/\kappa)\varepsilon^4$. For the lowest state, a finite basis that represents the interstitial function well has a leading coefficient between the two results.

The derivations also fail in different places. The second divides by $u(R)$, so its series is confined to energies closer to $E_l$ than the nearest level with $u(R)=0$. The expansion of $Q_{\rm lin}$ also requires $|\varepsilon|<|\kappa|/(p+\kappa^2)$, a range that shrinks to zero with $\kappa$. The first derivation has neither restriction.

A real failure occurs at $\dot u(R)=0$, where $\kappa=0$. Then $Q_{\rm lin}$ contains only $-\varepsilon$, while the exact series contains $-\varepsilon-p\varepsilon^3$. The complete-basis error is $p\,\varepsilon^3$ per unit norm: third order, with a sign that follows $\varepsilon$. The cause is a spurious trial state. The function $\dot u$ now fits inside the sphere by itself, and its mean energy is $E_l+\langle\dot u|u\rangle/p=E_l$, next to the band being sought. This holds for the complete basis. In a finite slope-matched basis the kink of $\dot u$ at $R$ costs energy, the spurious level is displaced from $E_l$, and the third-order law appears only when $|\varepsilon|$ exceeds that displacement.

## A model crystal

Take a simple cubic lattice with constant 6 bohr, $R=2.8$ bohr, and $V=-1.5(1-r^2/R^2)^3$ hartree in the sphere. The wave vector is $(\tfrac14,0,0)2\pi/a$, with $a$ here the lattice constant. This potential is smooth enough for ordinary plane waves: diagonalization with 1526 of them puts the lowest band at $E=-0.245365$ hartree.

**Matching one wave.** Set $E_l=E$, $l=0$ and $K=1.3090$ bohr$^{-1}$. Radial integration by power series gives, in atomic units, $u(R)=0.15573$, $u'(R)=-0.10072$, $\dot u(R)=-1.05600$ and $\dot u'(R)=-0.95514$. The plane wave supplies $j_0(KR)=-0.13642$ and $Kj_0'(KR)=-0.26057$. With $R^2/2=3.92$,

$$a_0=3.92\,(0.27517-0.13030)=0.568,$$
$$b_0=3.92\,(0.01374+0.04058)=0.213 .$$

Inserted back with unrounded coefficients, $a_0u+b_0\dot u=-0.1364$, the value of the plane wave.

**Predicted coefficients.** For $l=0$, $p=3.531$ hartree$^{-2}$, $\dot p=10.977$ hartree$^{-3}$ and $\kappa=-6.781$ hartree$^{-1}$. The frozen coefficient is $10.977/4=2.744$ hartree$^{-3}$. The complete-basis one is $(10.977-7.355)/4=0.906$ hartree$^{-3}$. The $l=0$ channel holds a norm of 0.874 and $l=1$ only 0.004. Summed over channels, the band coefficients are 2.40 and 0.79 hartree$^{-3}$.

**Band errors.** An LAPW calculation with 329 functions and $l\le16$ was run with all $E_l$ displaced together. With $E_l=E$ it agrees with the reference to $1\times10^{-9}$ hartree, which is within the $3\times10^{-9}$ hartree by which the reference itself moves between two cutoffs. The table gives the mean error for displacements of both signs, measured from the energy at $E_l=E$ in the same basis. Averaging removes odd powers of $\varepsilon$.

| $\lvert\varepsilon\rvert$ (hartree) | with $\dot u$ (hartree) | without $\dot u$ (hartree) |
|---|---|---|
| 0.1 | $9.10\times10^{-5}$ | 0.0574 |
| 0.2 | $1.508\times10^{-3}$ | 0.196 |
| 0.4 | $2.74\times10^{-2}$ | 0.316 |

Doubling the displacement from 0.1 to 0.2 multiplies the error with $\dot u$ by 16.6, an order of $\log_2 16.6=4.05$. The next doubling gives 4.18, as higher powers enter. The odd powers are visible before averaging: at 0.1 hartree the error is $7.5\times10^{-5}$ hartree for $E_l$ below the band and $10.7\times10^{-5}$ hartree for $E_l$ above it.

Dividing the first entry by $0.1^4$ gives 0.91 hartree$^{-3}$, between the two limits and 15% above the complete-basis one. If the next even power alone explains why the first ratio is 16.6 and not 16, it accounts for about 1% at this displacement. The rest is the slope constraint still acting at a finite plane-wave cutoff, so this entry is not converged in the basis even though the energy at $E_l=E$ is. The quotient is 1.11 hartree$^{-3}$ with 98 functions, 0.91 with 329, 0.86 with 992 and 0.85 with 2252. If the $l=0$ channel is matched in value only, with $v$ added as a separate function confined to the sphere, it is 0.80 already with 329 functions.

Without $\dot u$, the leading law predicts $0.874\times6.781\times0.1^2=0.059$ hartree from the $l=0$ channel, close to the computed mean 0.057, although the two sides, 0.043 for $E_l$ below the band and 0.072 above it, differ widely. The observed order from 0.1 to 0.2 is 1.77, so these displacements are already too large for the leading law. The last entry is not an error of the lowest band alone. It averages 0.236 hartree for $E_l$ below with 0.395 hartree for $E_l$ above, and the latter is the distance to the second band: there the basis has lost the lowest band, and its lowest eigenvalue belongs to the next one. The function $v$ reveals a separate limitation of value matching. It vanishes at $R$ and has mean energy $E-\kappa/(p+\kappa^2)=E+0.14$ hartree, so the lowest $l=0$ level with $u(R)=0$ lies no higher than that. Value matching without $\dot u$ divides by $u(R)$, so its coefficient diverges when $E_l$ is placed at that level, whereas the coefficients for both functions stay finite there.
